# Arcsine energy distribution of ions crossing a slowly oscillating sheath

## 1. Counting by the clock at the wall

### Two voltages that need no calculus

A positive ion of charge \(e\) and mass \(M\) leaves a plasma, crosses a thin sheath without collisions and strikes a wall. The plasma side of the sheath, called the edge, has potential zero, and the wall has potential \(-V\) with \(V>0\). The ion enters with kinetic energy \(E_B\) and moves perpendicular to the wall. If \(V\) is constant and equal to \(V_0\), every ion arrives with

\[
E_0=E_B+eV_0 ,
\]

and the energy distribution is a single line.

Now let the voltage follow a slow triangular wave between \(V_0-V_1\) and \(V_0+V_1\). Slow means that the voltage hardly changes while one ion crosses. Each ion then gains the voltage present at its arrival. If ions arrive at a steady rate, the fraction found in an energy interval is the fraction of time that the voltage spends in the corresponding voltage interval. A triangular wave changes at a constant rate, so it spends equal times in equal intervals. The distribution is flat, with height \(1/(2eV_1)\) and width \(2eV_1\). It has no peaks.

A sine wave covers the same range, but not at a constant rate. It passes its mean value quickly and slows down at its turning points. Ions therefore accumulate near the lowest and highest energies, although no ion is treated differently from the others. The two peaks come from the waveform.

The task is to find this distribution for

\[
V(t)=V_0+V_1\sin\omega t,\qquad 0<V_1<V_0 ,
\]

with period \(T=2\pi/\omega\). This is the voltage across the sheath itself. A sinusoidal voltage applied to a reactor need not produce it, because other parts of the circuit share the applied voltage. The function \(f(E)\) will be the flux distribution: \(f(E)\,dE\) is the fraction of arriving ions with energy between \(E\) and \(E+dE\), averaged over a period. The distribution of the ion density at the wall would carry an additional weight \(1/v\), since density is flux divided by speed.

The entry speed is taken as the Bohm speed \(u_B\), defined by \(Mu_B^2=T_e\), with the electron temperature \(T_e\) expressed as an energy. Hence

\[
E_B=\tfrac12Mu_B^2=\tfrac12T_e .
\]

All ions enter with this one energy.

### The energy is an average of the voltage

For the first derivation the sheath has a fixed thickness \(s_0\). Let \(x\) be the distance travelled from the edge, and write the potential as

\[
\varphi(x,t)=-V(t)\,h(x),\qquad h(0)=0,\quad h(s_0)=1 ,
\]

where \(h\) increases from the edge to the wall. The force towards the wall is

\[
-e\frac{\partial\varphi}{\partial x}=eV(t)\frac{dh}{dx} .
\]

It is never negative, because \(V(t)>0\). An ion that enters moving towards the wall therefore continues to the wall.

The gain in kinetic energy is the work done by this force between the entry time \(t_e\) and the arrival time \(t_a\):

\[
E-E_B=\int_{t_e}^{t_a}eV(t)\frac{dh}{dx}\frac{dx}{dt}\,dt
      =e\int_0^1V(t)\,dh .
\]

In the last integral, \(t\) is the time at which the ion passes the position with the given value of \(h\). The weights \(dh\) are positive and add up to one. The energy gain is thus \(e\) times an average of the voltage over the crossing. It follows that no ion in this fixed sheath can gain less than \(e(V_0-V_1)\) or more than \(e(V_0+V_1)\), at any frequency.

To see when the average may be replaced by the voltage at arrival, subtract \(eV(t_a)=e\int_0^1V(t_a)\,dh\):

\[
E-E_B-eV(t_a)=e\int_0^1\left[V(t)-V(t_a)\right]dh .
\]

The rate of change of the voltage is \(\omega V_1\cos\omega t\), which never exceeds \(\omega V_1\) in magnitude. During a transit time \(\tau=t_a-t_e\) the voltage can therefore change by at most \(\omega V_1\tau\), and

\[
\left|E-E_B-eV(t_a)\right|\le eV_1\,\omega\tau .
\]

With \(A=eV_1\), the error relative to \(A\) is at most \(\omega\tau\). When \(\omega\tau\to0\), an ion arriving at time \(t\) has

\[
E(t)=E_0+A\sin\omega t .
\]

### The arrival rate

A steady stream enters the fixed edge. The ions that enter during \(dt_e\) are the same ions that arrive during \(dt_a\). If \(\Gamma_0\) is the entering flux and \(\Gamma_w\) the flux at the wall, then

\[
\Gamma_w\,dt_a=\Gamma_0\,dt_e .
\]

Since \(t_a=t_e+\tau\),

\[
\frac{\Gamma_w}{\Gamma_0}=\frac{1}{1+d\tau/dt_e} .
\]

A varying transit time bunches or spreads the arrivals. To leading order in the frequency, \(\tau\) is the transit time in a static voltage \(V\),

\[
\tau(V)=\int_0^{s_0}\frac{dx}{v},\qquad
v^2=u_B^2+\frac{2eVh}{M} .
\]

Differentiating the second relation at fixed \(x\) gives \(2v\,\partial v/\partial V=2eh/M\). Therefore

\[
\frac{d\tau}{dV}=-\int_0^{s_0}\frac{1}{v^2}\frac{\partial v}{\partial V}\,dx
=-\int_0^{s_0}\frac{eh/M}{v^3}\,dx .
\]

From the expression for \(v^2\), \(eh/M=(v^2-u_B^2)/(2V)\), which is at most \(v^2/(2V)\). Inserting this bound leaves one factor \(1/v\) in the integral, and

\[
\left|\frac{d\tau}{dV}\right|\le\frac{\tau}{2V},\qquad
\left|\frac{d\tau}{dt_e}\right|\le\frac{\omega\tau V_1}{2V} .
\]

The right side vanishes with \(\omega\tau\), provided that the lowest voltage \(V_0-V_1\) stays away from zero. The wall flux is then constant, and counting ions becomes the same as counting time.

### From time to energy

During one period, the energy lies between \(E\) and \(E+dE\) for a time \(dE/|dE/dt|\) at each passage. Dividing by \(T\) and adding the passages gives

\[
f(E)=\frac1T\sum_{\text{passages}}\frac{1}{|dE/dt|} .
\]

The absolute value is needed because time spent is positive whether the energy is rising or falling. Differentiating \(E(t)\) gives

\[
\frac{dE}{dt}=\omega A\cos\omega t .
\]

At a given energy, \(\sin\omega t=(E-E_0)/A\), so

\[
\left|\frac{dE}{dt}\right|
=\omega A\sqrt{1-\frac{(E-E_0)^2}{A^2}}
=\omega\sqrt{A^2-(E-E_0)^2} .
\]

Each energy inside the range is passed twice per period, once rising and once falling, with the same magnitude of the rate. The two passages give

\[
f(E)=\frac{2}{T\omega\sqrt{A^2-(E-E_0)^2}} .
\]

Because \(T\omega=2\pi\),

\[
f(E)=\frac{1}{\pi\sqrt{A^2-(E-E_0)^2}},
\qquad |E-E_0|<A ,
\]

and \(f=0\) outside. The frequency has dropped out. A slower sine wave spends more time in every interval, but in the same proportion of its longer period.

### What the distribution contains

The fraction \(F(E)\) of ions below an energy \(E\) is found with the substitution \(E'=E_0+A\sin\theta\), where \(-\pi/2\le\theta\le\pi/2\). Then \(dE'=A\cos\theta\,d\theta\), and the square root equals \(A\cos\theta\). The integrand becomes \(1/\pi\), so

\[
F(E)=\frac1\pi\int_{-\pi/2}^{\arcsin[(E-E_0)/A]}d\theta
=\frac12+\frac1\pi\arcsin\frac{E-E_0}{A} .
\]

This is the arcsine law. At the upper end \(F=\tfrac12+\tfrac12=1\), so the distribution is normalized although its density diverges at both ends. The infinite density does not mean an infinite number of ions.

The same substitution gives the mean and the variance. The average of \(\sin\theta\) over the symmetric interval is zero, so the mean energy is \(E_0\). The average of \(\sin^2\theta=(1-\cos2\theta)/2\) is one half, so the variance is \(A^2/2\) and the standard deviation is \(A/\sqrt2\).

An energy analyser collects ions in bins of finite width. A bin of width \(\Delta\) at the upper end holds

\[
1-F(E_0+A-\Delta)
=\frac12-\frac1\pi\arcsin\left(1-\frac\Delta A\right)
=\frac1\pi\arccos\left(1-\frac\Delta A\right),
\]

where \(\arccos y=\pi/2-\arcsin y\) was used. The lower end bin holds the same fraction by symmetry. A bin centred on \(E_0\) holds

\[
F(E_0+\Delta/2)-F(E_0-\Delta/2)
=\frac2\pi\arcsin\frac{\Delta}{2A} .
\]

For a narrow bin, \(\cos\alpha\approx1-\alpha^2/2\) gives \(\arccos(1-\Delta/A)\approx\sqrt{2\Delta/A}\), while the central arcsine is approximately \(\Delta/(2A)\). The ratio of end bin to central bin is then

\[
\frac{\sqrt{2\Delta/A}}{\Delta/A}=\sqrt{\frac{2A}{\Delta}} .
\]

The measured height of the peaks relative to the valley therefore depends on the resolution. The distance \(2A\) between the end points of \(f\) does not, although the centres of the two end bins are only \(2A-\Delta\) apart.

### Numbers for a model sheath

Take round parameters: an ion mass of 40 u, \(T_e=3\) eV, \(V_0=200\) V and \(V_1=150\) V. Electronvolts are the natural energy unit here. The entry energy is \(3/2=1.5\) eV, so

\[
E_0=1.5+200=201.5\ \text{eV},\qquad A=150\ \text{eV} .
\]

The peaks lie at \(201.5-150=51.5\) eV and \(201.5+150=351.5\) eV. Their separation is 300 eV, or 11.02 hartree. The standard deviation is \(150/\sqrt2=106.1\) eV.

At the centre, \(f(E_0)=1/(150\pi)=0.00212\) per eV. The triangular wave would give \(1/300=0.0033\) per eV there. The sine wave has moved part of that population towards the ends.

For bins 5 eV wide, an end bin holds \(\arccos(1-5/150)/\pi=0.0824\) of the ions, and the central bin holds \(2\arcsin(5/300)/\pi=0.0106\). Their ratio is 7.77, close to the narrow-bin estimate \(\sqrt{300/5}=7.75\). The middle half of the energy range, from \(E_0-A/2\) to \(E_0+A/2\), holds \((2/\pi)\arcsin(1/2)=1/3\) of the ions, because \(\arcsin(1/2)=\pi/6\).

### When the crossing is not short

The averaging formula also shows how the result fails. If the crossing lasts several periods and the weight \(dh\) is spread smoothly over them, an ion samples high and low voltages alike. Its average then lies closer to \(V_0\), and the energy range shrinks.

To obtain numbers, take \(s_0=2\) mm and \(h=(x/s_0)^{4/3}\). Let 4000 ions enter at equal time intervals during one period, and integrate Newton's equation by the fourth-order Runge–Kutta method with 300 steps in the variable \((x/s_0)^{1/3}\). This variable removes the cube-root behaviour of the force at the edge. At 50 kHz the range between the lowest and highest arrival energies is 300.0 eV. At 13.56 MHz, with all other parameters unchanged, the crossing lasts 1.97 periods on average and the range is 72 eV. The voltage still swings by 300 V, but the ions respond to its average over their crossing.

## 2. Counting ions upstream of a moving edge

### Symbols and results carried over

The sheath voltage is \(V(t)=V_0+V_1\sin\omega t\), with period \(T=2\pi/\omega\) and \(0<V_1<V_0\). Ions of charge \(e\) and mass \(M\) have the Bohm speed \(u_B\) and the energy \(E_B=Mu_B^2/2\) before they enter. The centre energy is \(E_0=E_B+eV_0\), and \(A=eV_1\). For a sheath of fixed thickness with negligible transit time \(\tau\), the first derivation gave

\[
f(E)=\frac{1}{\pi\sqrt{A^2-(E-E_0)^2}},\qquad |E-E_0|<A .
\]

That derivation used a steady flux through a fixed edge. The thickness of a real sheath changes with its voltage. An edge moving into the plasma collects additional ions, and a retreating edge collects fewer. The second derivation starts from a steady stream upstream and works out the flux at the wall.

### A sheath whose edge moves

Let \(s(t)\) be the distance from the wall to the edge, and \(\xi\) the distance from the moving edge towards the wall. Upstream of the edge there is a uniform stream of density \(n_s\) and speed \(u_B\). Inside the sheath, suppose that the potential depends on \(\xi\) alone:

\[
\varphi=-\psi(\xi),\qquad V(t)=\psi(s(t)) .
\]

The second relation states that the potential at the wall, where \(\xi=s\), is \(-V\). The thickness is then a function of the instantaneous voltage.

A simple space-charge model has this property. Neglect electrons and the entry energy inside the sheath. For an ion current density \(J\), the ion speed is \(\sqrt{2e\psi/M}\), the charge density is \(J\) divided by that speed, and Poisson's equation reads

\[
\frac{d^2\psi}{d\xi^2}=\frac{J}{\varepsilon_0}\sqrt{\frac{M}{2e\psi}} .
\]

Try \(\psi=C\xi^p\). The left side varies as \(\xi^{p-2}\) and the right side as \(\xi^{-p/2}\). They agree for \(p=4/3\), and \(C\) then depends on \(J\) but not on \(V\). Both \(\psi\) and its slope vanish at the edge. For constant \(C\),

\[
\psi=C\xi^{4/3},\qquad
s=s_0\left(\frac{V}{V_0}\right)^{3/4},\qquad
\dot s=\frac34\,\frac sV\,\dot V ,
\]

where \(s_0\) is now the thickness at \(V_0\) and a dot denotes a time derivative. The field is prescribed in this way. It is not recalculated when the ion current changes, so the model is not fully self-consistent. The derivation below needs only a smooth function \(s(V)\).

### Energy seen from the edge

When the sheath expands, its edge moves away from the wall at speed \(\dot s\), towards the oncoming ions. In the frame of the edge, an ion's speed towards the wall is \(v'=v+\dot s\), where \(v\) is its speed in the laboratory. It enters with \(v'=u_B+\dot s\).

Treat \(\dot s\) as constant during one crossing. The edge frame is then inertial, and the potential in it is static. Energy is conserved in that frame, and the speed \(v'_w\) at the wall satisfies

\[
\tfrac12M v_w'^2=\tfrac12M(u_B+\dot s)^2+eV ,
\]

with \(V\) taken at arrival. The acceleration of the edge adds an inertial force of size \(M|\ddot s|\), acting over a distance of order \(s\). Since \(\ddot s\) is of order \(\omega^2\), this changes the energy at second order in the frequency.

Define the slow-limit wall speed \(v_w\) by \(v_w^2=u_B^2+2eV/M\). Keeping first powers of \(\dot s\),

\[
v_w'^2\approx v_w^2+2u_B\dot s,\qquad
v_w'\approx v_w+\frac{u_B}{v_w}\dot s .
\]

The energy at the wall is measured in the laboratory, where the speed is \(v'_w-\dot s\):

\[
\begin{aligned}
E&=\tfrac12M(v_w'-\dot s)^2
\approx\tfrac12M\left(v_w'^2-2v_w'\dot s\right)\\
&\approx\tfrac12Mv_w^2+Mu_B\dot s-Mv_w\dot s .
\end{aligned}
\]

Thus

\[
E=E_B+eV+\delta E,\qquad
\delta E=-M\dot s\,(v_w-u_B) .
\]

The minus sign has a direct meaning. To first order in the frequency, an ion that arrives while the voltage rises gains less than \(eV\) at its arrival, and one that arrives while the voltage falls gains more. Very close to the turning points this term vanishes, and second-order terms decide the sign. Using \(eV=M(v_w-u_B)(v_w+u_B)/2\), the correction relative to \(eV\) is

\[
\frac{\delta E}{eV}=-\frac{2\dot s}{v_w+u_B} .
\]

### Flux seen from the edge

The edge meets ions at the relative speed \(u_B+\dot s\), so the flux entering the sheath is \(n_s(u_B+\dot s)\). For constant \(\dot s\) the flow is steady in the edge frame. The product of density and \(v'\) is then the same at every \(\xi\), and the density at the wall is

\[
n_w=\frac{n_s(u_B+\dot s)}{v_w'} .
\]

The wall is at rest in the laboratory, so it receives the flux \(\Gamma_w=n_w(v'_w-\dot s)\). Divide by the upstream flux \(\Gamma_0=n_su_B\):

\[
\frac{\Gamma_w}{\Gamma_0}
=\left(1+\frac{\dot s}{u_B}\right)\left(1-\frac{\dot s}{v_w'}\right)
\approx1+\dot s\left(\frac1{u_B}-\frac1{v_w}\right) .
\]

The first term in the bracket describes ions collected by the advancing edge. The second describes ions needed to fill the thicker sheath. The change of \(\dot s\) during a crossing is of order \(\ddot s\tau\), which again affects the flux at second order in frequency.

For \(v_w\gg u_B\), the flux correction \(\dot s/u_B\) is much larger than the relative energy correction \(2\dot s/v_w\). A transit time short enough to fix the energy does not by itself make the flux constant.

### Why the first-order corrections cancel

Let \(g(E)\) be a smooth function. Its average over all ions that arrive in one period is

\[
\langle g\rangle=\frac1T\int_0^T\frac{\Gamma_w}{\Gamma_0}\,g(E)\,dt .
\]

The denominator is \(\Gamma_0T\) because the number of ions between an upstream plane and the wall returns to its initial value after a period. As many ions must therefore arrive as cross that plane.

Write \(E_q(V)=E_B+eV\) and \(\dot s=(ds/dV)\dot V\). To first order in frequency,

\[
\frac{\Gamma_w}{\Gamma_0}\,g(E)\approx g(E_q)+H(V)\,\dot V ,
\]

where

\[
H=\frac{ds}{dV}\left[\left(\frac1{u_B}-\frac1{v_w}\right)g(E_q)
-M(v_w-u_B)\,g'(E_q)\right] .
\]

The function \(H\) depends on the voltage but not on whether it is rising or falling. Its contribution over a period is

\[
\int_0^TH(V)\,\dot V\,dt=\oint H(V)\,dV=0 ,
\]

since the voltage returns along the same values. What one branch adds, the other removes. With \(\theta=\omega t\),

\[
\langle g\rangle=\frac1{2\pi}\int_0^{2\pi}g(E_0+A\sin\theta)\,d\theta+O(\omega^2) .
\]

### The density without inverting the sine

The density can be found from this average without solving for the arrival time. Let \(X=(E-E_0)/A\), let \(z\) be a complex number off the real axis, and choose \(g=1/(z-X)\). In the slow limit,

\[
G(z)=\frac1{2\pi}\int_0^{2\pi}\frac{d\theta}{z-\sin\theta} .
\]

For \(|z|>1\), expand the integrand as a geometric series:

\[
G(z)=\sum_{n=0}^\infty\frac{I_n}{z^{n+1}},\qquad
I_n=\frac1{2\pi}\int_0^{2\pi}\sin^n\theta\,d\theta .
\]

Odd \(I_n\) vanish because \(\sin(\theta+\pi)=-\sin\theta\). For even \(n\ge2\), integrate by parts with \(\sin\theta\,d\theta=-d\cos\theta\). The boundary term vanishes by periodicity, and

\[
I_n=\frac{n-1}{2\pi}\int_0^{2\pi}\sin^{n-2}\theta\cos^2\theta\,d\theta
=(n-1)(I_{n-2}-I_n) .
\]

Hence \(I_n=\frac{n-1}{n}I_{n-2}\), with \(I_0=1\), so that

\[
I_{2m}=\frac{1\cdot3\cdots(2m-1)}{2\cdot4\cdots(2m)} .
\]

These are the coefficients of \(y^m\) in the binomial series of \((1-y)^{-1/2}\). Setting \(y=1/z^2\),

\[
G(z)=\frac1z\left(1-\frac1{z^2}\right)^{-1/2} .
\]

With the principal square root, the right side is analytic everywhere except on the real segment from \(-1\) to \(1\). The integral is analytic in the same region, so the formula holds there, not merely for \(|z|>1\).

Now put \(z=x+i\eta\) with real \(x\) and small \(\eta>0\). The chosen function satisfies

\[
-\frac1\pi\,\mathrm{Im}\,\frac1{x+i\eta-X}
=\frac1\pi\,\frac{\eta}{(x-X)^2+\eta^2} .
\]

This is a Lorentzian of unit area, which selects ions near \(X=x\) as \(\eta\to0\). The density of \(X\) is therefore \(p(x)=-\mathrm{Im}\,G(x+i0)/\pi\).

For \(0<x<1\), \(1-1/z^2\) approaches \(-(1-x^2)/x^2\) from above the real axis, so its principal root is \(+i\sqrt{1-x^2}/x\). For \(-1<x<0\) it approaches from below, and the root is \(-i\sqrt{1-x^2}/|x|\). The prefactor \(1/z\) also changes sign, and both cases give

\[
G(x+i0)=-\frac{i}{\sqrt{1-x^2}} .
\]

The value at \(x=0\) follows by continuity. For \(|x|>1\), \(G\) is real and the density is zero. Thus \(p(x)=1/(\pi\sqrt{1-x^2})\). Since \(dE=A\,dx\), \(f(E)=p(x)/A\), which is the arcsine density again.

The order of the limits matters: the frequency goes to zero at fixed \(\eta\), and then \(\eta\) goes to zero. The expansion of \(g\) requires an energy resolution \(A\eta\) that is coarse compared with \(|\delta E|\).

### The moving edge in numbers

Use the parameters of the first half: 40 u, \(T_e=3\) eV, \(V_0=200\) V, \(V_1=150\) V, and \(s_0=2\) mm. At 50 kHz the period is 20 µs. The thickness varies from \(2(50/200)^{3/4}=0.707\) mm to \(2(350/200)^{3/4}=3.043\) mm. The Bohm speed is 2690 m/s, and the wall speed at \(V_0\) is 31 200 m/s.

When the voltage rises through \(V_0\), \(\dot V=\omega V_1\) and

\[
\dot s=\tfrac34(0.002\ \text{m})\,\tfrac{150}{200}\,
2\pi(50\,000\ \text{s}^{-1})\approx353\ \text{m/s} .
\]

The energy correction is \(-2(200)(353)/(31\,200+2690)\approx-4.2\) eV. The relative wall flux is \(1+353/2690-353/31\,200\approx1.12\). A 2% energy correction thus accompanies a 12% flux correction.

For comparison, 4000 ions were launched at equal time intervals over one period from a fixed plane 3.043 mm from the wall. Their meeting with the edge was found by bisection, and their motion in the sheath by the Runge–Kutta method used before. Transit times range from 89 to 174 ns, so \(\omega\tau\) is at most 0.055. The wall flux varies between 0.88 and 1.12 of its mean, and the largest departure of the energy from \(E_B+eV(t_a)\) is 4.3 eV.

Of these ions, 53.9% arrive while the voltage rises. The flux formula explains the excess over one half. Integrating over the rising branch turns \(\dot s\,dt\) into \(ds\), and with \(v_w\) replaced by its value at \(V_0\) in the small term,

\[
\frac{(3.043-0.707)\times10^{-3}\ \text{m}}{20\times10^{-6}\ \text{s}}
\left(\frac1{2690}-\frac1{31\,200}\right)\frac{\text{s}}{\text{m}}\approx0.040 .
\]

Despite this asymmetry, the end bins of width 5 eV hold 0.0823 and 0.0825 of the 4000 ions. Both agree with 0.0824 from the arcsine law within the counting step of \(1/4000\). The mean energy lies 0.123 eV above \(E_0\) at 50 kHz and 0.031 eV above it at 25 kHz. Halving the frequency divides the shift by four, as a second-order effect requires.

The largest difference between the cumulative distribution of the ions and \(F(E)\) behaves differently: with 4000 ions it is 0.0054 at 50 kHz and 0.0027 at 25 kHz (0.0056 and 0.0028 with finer sampling), proportional to the frequency. This does not contradict the cancellation, which was shown for smooth \(g\). For \(|E-E_0|<0.8A\) the difference is only 0.00056 and 0.00014, which is second order. The largest difference lies at the upper end point, which is lowered by \(\delta=0.023\) eV at 50 kHz, and \(\sqrt{2\delta/A}/\pi=0.0056\). The cause is thus the behaviour at the end points. There \(\dot V=0\), so an end point moves at second order. Near it \(F\) varies as the square root of the distance, which turns a shift of order \(\omega^2\) into a difference of order \(\omega\).

### What each derivation assumes

Both derivations assume a sinusoidal sheath voltage, one entry energy, normal incidence and no collisions. The absence of collisions requires an ion mean free path well above the sheath thickness, which reaches 3 mm in the example. A spread of entry energies rounds the peaks. A collision inside the sheath can remove energy already gained and place an ion below the lower peak.

The first derivation assumes a fixed edge with a steady flux through it. In return, it allows any profile \(h\) that increases towards the wall, so that the potential falls steadily, and \(\omega\tau\ll1\) is sufficient; the simple bound on the arrival rate given above also used a lowest voltage away from zero. It treats the two passages through each energy as equal.

The second assumes a steady uniform stream upstream and a potential that moves with the edge. It allows the two passages to differ and shows that their first-order differences cancel in averages of smooth functions. Its price is a second condition, \(|\dot s|<u_B\). The ratio need not be small. The entering flux \(n_s(u_B+\dot s)\) is exact as long as it is positive, and for \(\omega\tau\to0\) the term \(\dot s/u_B\) adds \(\oint g(E_q)\,ds=0\) to the average whatever its size.

This condition can be the stricter one. In the example the largest \(|\dot s|/u_B\) is 0.134 at 50 kHz. Since \(\dot s\) is proportional to frequency, the ratio reaches one near \(50/0.134\approx370\) kHz. With the transit times found at 50 kHz, \(\omega\tau\) would there be at most about 0.4. Above that frequency the edge retreats, during part of the period, faster than the stream can follow. No new ions enter until the stream has caught up with the edge, which takes longer than the fast retreat itself. The formula \(n_s(u_B+\dot s)\) would give a negative flux, and the cancellation between the two branches is lost, although an ion still crosses in a small fraction of a period. This gap belongs to the model, whose upstream stream keeps a fixed speed; a real plasma upstream would respond to the moving edge.
